# Zero failures in a life test: bounding a constant hazard

## Problem

A batch of 231 parts with copper interconnects is held at elevated temperature under electrical load. After 1000 hours every part still works. Assume that the parts fail independently and that each has the same hazard $\lambda$, constant in time. Show that the one-sided 60 percent upper confidence bound on $\lambda$ is about 3970 FIT at the stress conditions. Then find what this implies for ten years of use at a lower temperature, and how far the answer depends on the hazard being constant.

The hazard is the failure rate of a part that has survived so far: in a short time $dt$ such a part fails with probability $\lambda\,dt$. One FIT is one failure per $10^9$ device-hours, so $1\ \mathrm{FIT}=10^{-9}\ \mathrm{h^{-1}}$. Write $n=231$ for the number of parts, $t=1000$ h for the test time and $C=0.60$ for the confidence level.

## A tempting solution

Let $S(t)$ be the probability that a part survives to time $t$. The fraction lost in $dt$ is $\lambda\,dt$ of those still alive, so

$$\frac{dS}{dt}=-\lambda S,\qquad S(0)=1 .$$

Dividing by $S$ and integrating from $0$ to $t$ gives $\ln S(t)-\ln S(0)=-\lambda t$. Since $\ln S(0)=0$,

$$S(t)=e^{-\lambda t}.$$

The parts are independent, so the probability that all $n$ survive is the product of $n$ equal factors:

$$P(\text{no failure})=\left(e^{-\lambda t}\right)^n=e^{-\lambda nt}.$$

We want 60 percent confidence, so we set this probability equal to 0.60:

$$e^{-\lambda nt}=0.60\quad\Longrightarrow\quad \lambda=\frac{-\ln 0.60}{nt}.$$

This falls short of the value to be shown.

## Where it goes wrong

The survival law and the product are sound. The fault is in the last step, which gives the confidence level to the wrong event.

An upper bound is a rule that turns a test result into a number. It succeeds when the true hazard lies at or below that number. Confidence $C$ means that, whatever the true hazard is, the rule succeeds in at least a fraction $C$ of repeated tests.

Call the tempting value $\lambda_w$, and suppose that the true hazard is slightly larger. A clean test, one with no failures, then occurs with probability just under 0.60. Each time it occurs, the rule reports $\lambda_w$, which is below the truth. The rule therefore fails in nearly 60 percent of tests and succeeds in little more than 40 percent at best. What was found is a 40 percent bound.

A clean test is the most favourable result possible, and it is the one that misleads us when the hazard is high. Its probability must therefore be limited to the permitted rate of error, $1-C=0.40$, and not to $C$.

The direction of the mistake follows without a calculator. Because $0.60>0.40$, we have $-\ln0.60<-\ln0.40$, so the tempting value is too low. Because $0.60^2=0.36<0.40$, we also have $-2\ln0.60>-\ln0.40$, so it is more than half the right value. An error of this size does not look absurd, but it lies on the unsafe side.

## The right solution

The upper bound $\lambda_U$ after a clean test is the hazard at which such a test has probability $1-C$:

$$e^{-\lambda_U nt}=1-C .$$

Taking logarithms gives $-\lambda_U nt=\ln(1-C)$, and dividing by $-nt$ gives

$$\boxed{\lambda_U=\frac{-\ln(1-C)}{nt}}$$

The result is positive because $1-C<1$ makes the logarithm negative. The number of device-hours is

$$nt=231\times1000\ \mathrm{h}=231\,000\ \mathrm{h},$$

and $-\ln0.40=0.91629$. Hence

$$\lambda_U=\frac{0.91629}{231\,000\ \mathrm{h}}=3.967\times10^{-6}\ \mathrm{h^{-1}}=3967\ \mathrm{FIT},$$

or 3970 FIT to three figures, as was to be shown.

The same result is often written $\lambda_U=\chi^2_{C,2}/(2nt)$, where $\chi^2_{C,2}$ is the value below which a chi-square variable with two degrees of freedom falls with probability $C$. That variable has density $\tfrac12e^{-x/2}$ for $x>0$, so its cumulative probability is $1-e^{-x/2}$. Setting this equal to $C$ gives $x=-2\ln(1-C)$, and the factors of 2 cancel.

### Why the rule has 60 percent confidence

A rule must say what it reports for every outcome, not just for the one we happened to see. Let $N$ be the number of failures. Each part fails during the test with probability $p=1-e^{-\lambda t}$, so $N$ is binomial. Define

$$F(r;\lambda)=P(N\le r)=\sum_{k=0}^{r}\binom nk p^k(1-p)^{n-k}.$$

After $r<n$ failures, report the hazard $\lambda_U(r)$ that solves $F(r;\lambda_U)=1-C$. If all parts fail, report infinity. For $r=0$ this is the equation solved above.

We need to know that $F$ falls as $\lambda$ rises. Differentiate one term with respect to $p$, using $k\binom nk=n\binom{n-1}{k-1}$ and $(n-k)\binom nk=n\binom{n-1}{k}$:

$$\frac{d}{dp}\binom nk p^k(1-p)^{n-k}=n\,(b_{k-1}-b_k),$$

$$b_k=\binom{n-1}{k}p^k(1-p)^{n-1-k},\qquad b_{-1}=0 .$$

In the sum over $k$ from 0 to $r$ neighbouring terms cancel, leaving

$$\frac{dF}{dp}=-n\,b_r<0\qquad(0<p<1,\ r<n).$$

Since $p$ rises with $\lambda$, $F$ falls with $\lambda$, and $\lambda_U(r)$ is unique.

Now fix the true hazard $\lambda$. The rule fails when $\lambda>\lambda_U(r)$, which by this monotonic fall means $F(r;\lambda)<1-C$. At fixed $\lambda$, $F$ grows with $r$, so the failing outcomes are $r=0,1,\dots,r^*$ for some $r^*$, or there are none. Their total probability is $F(r^*;\lambda)$, which is below $1-C$ by the definition of $r^*$. The rule therefore succeeds with probability at least $C$ for every $\lambda$.

The guarantee cannot be improved for this rule. The bound rises with $r$, because an extra permitted failure increases $F$ and a larger hazard is needed to bring it back to $1-C$. If $\lambda\le\lambda_U(0)$, every outcome therefore gives a valid bound. If $\lambda$ lies just above $\lambda_U(0)$, only the clean test misleads, and its probability is just below 0.40. The success rate thus drops from 1 to 0.60 as the true hazard crosses 3967 FIT.

A simulation shows the same thing from the side of the data. In 20,000 simulated tests, each with 231 random exponential lifetimes and a true hazard equal to the bound, a fraction 0.403 had no failure. The sampling error is 0.0035.

### Reading the number

The bound is not an estimate of the hazard. The probability of the observed result, $e^{-\lambda nt}$, is largest at $\lambda=0$, so the maximum-likelihood estimate is zero. Nor does the result say that $\lambda$ lies below 3970 FIT with probability 0.60. Such a statement would need a probability distribution for $\lambda$ before the test, and none was assumed.

The number 0.916 has a simple meaning. If failed parts were replaced at once, 231,000 device-hours at the bound would produce 0.916 failures on average. A clean test thus excludes, at this modest confidence, hazards that would have given about one failure or more.

The confidence level matters as much as the data. At 90 percent the numerator becomes $-\ln0.10$, and the same clean test gives 9968 FIT, about 2.5 times as much. One failure would also have changed the picture. With $q=e^{-\lambda t}$, the 60 percent bound then solves

$$q^n+n(1-q)q^{n-1}=0.40,$$

whose numerical solution is 8774 FIT, more than twice the clean-test value.

For a clean test at fixed $C$, the bound varies as $1/(nt)$. Halving it takes twice as many parts or twice the time, and under a constant hazard the two are equivalent. That equivalence is lost when parts age.

## From stress to use

The 3970 FIT belong to the stress temperature. To carry the bound to use conditions we need a further assumption: temperature changes the pace of failure but not its course. If damage runs $A$ times faster under stress, then

$$S_{\rm use}(t)=S_{\rm stress}(t/A).$$

The hazard is $h=-d\ln S/dt$. The chain rule brings out a factor $1/A$:

$$h_{\rm use}(t)=\frac1A\,h_{\rm stress}(t/A).$$

A constant hazard is therefore divided by $A$. For a thermally activated process with rate proportional to $e^{-E/kT}$, the ratio of the two rates is

$$A=\exp\left[\frac Ek\left(\frac1{T_{\rm use}}-\frac1{T_{\rm stress}}\right)\right].$$

Take $E=0.9$ eV, a rough typical value for electromigration in copper lines, with $T_{\rm stress}=398.15$ K, $T_{\rm use}=358.15$ K and the same current density in both cases. With $k=8.617\times10^{-5}$ eV/K this gives $A=18.7$. The bound in use is

$$\frac{3967\ \mathrm{FIT}}{18.7}\approx 212\ \mathrm{FIT}.$$

Ten years are 87,660 h. If the hazard stays constant, the fraction of parts failing in that time is at most, at 60 percent confidence,

$$1-\exp\left(-212\times10^{-9}\times87\,660\right)\approx0.018 .$$

This looks reassuring, but ten years of use equal $87\,660\ \mathrm{h}/A\approx4680$ h of stress, with $A$ left unrounded. The test lasted 1000 h. The constant hazard has been used to extend the result to more than four times the age that any part has reached.

## If the parts wear out

Electromigration moves metal atoms along a line until a void or an extrusion causes failure. Damage accumulates, so a constant hazard is a doubtful description. A lognormal lifetime is a common alternative:

$$F_1(t)=\Phi(z),\qquad z=\frac{\ln(t/t_{50})}{\sigma}.$$

Here $F_1$ is the fraction failed by time $t$, $\Phi$ the cumulative standard normal distribution, $t_{50}$ the median life and $\sigma$ the spread of the logarithm of life. Take $\sigma=0.4$, a rough value treated as known. It is applied here to whole parts. A part with many lines fails at its weakest one, so a spread measured on single lines need not carry over to parts. If 0.4 were the spread of single independent lines, the ten-year bound found below would be higher still, close to 100 percent already for ten lines per part.

The clean test now bounds the median from below. A shorter median makes a clean test less likely, so the limiting case again has clean-test probability 0.40:

$$[1-F_1(1000\ \mathrm h)]^{231}=0.40,$$

$$F_1(1000\ \mathrm h)=1-0.40^{1/231}=0.00396 .$$

The normal quantile of this fraction is $z=-2.656$. Solving the definition of $z$ for the median gives

$$t_{50}=1000\ \mathrm h\times e^{-\sigma z}=1000\ \mathrm h\times e^{0.4\times2.656}\approx2890\ \mathrm h .$$

This is a lower bound at 60 percent confidence, not the expected median. At the bound, the fraction failed after the 4680 stress hours that represent ten years is

$$\Phi\left(\frac{\ln(4680/2890)}{0.4}\right)\approx0.89 .$$

The constant-hazard model allowed 1.8 percent. The same data, with the same acceleration and the same confidence, now allow 89 percent, about 48 times as much. This does not predict that most parts will fail. It says that a clean 1000 h test cannot rule it out if the parts wear out in this way. The figure depends strongly on the assumed spread: with $\sigma=0.6$ the same steps give about 47 percent, still far above 1.8 percent.

The hazard itself shows why. Differentiating $F_1$ gives the density $\varphi(z)/(\sigma t)$, where $\varphi$ is the standard normal density, because $dz/dt=1/(\sigma t)$. Dividing by the surviving fraction gives

$$h(t)=\frac{\varphi(z)}{\sigma t\,[1-F_1(t)]}.$$

At the limiting median and $t=1000$ h this is about 29,000 FIT, more than seven times 3970 FIT. The hazard was far lower early in the test, and the test saw the accumulated effect.

### What survives without a constant hazard

For any hazard $h(t)$ shared by the parts, integrating $d\ln S/dt=-h$ gives

$$-\ln S(t)=\int_0^t h(t')\,dt'=\bar h\,t,$$

where $\bar h$ is the average hazard over the test. The clean-test probability is then $e^{-\bar h nt}$, the earlier expression with $\lambda$ replaced by $\bar h$. So 3970 FIT remains the 60 percent bound on the hazard averaged over the first 1000 h of stress, whatever its shape. What fails is its use as the hazard at a later age.

The fraction failed by 1000 h of stress is likewise bounded by 0.40 percent for any shape. Since the failed fraction cannot decrease with time, this bound also covers every earlier age. With $A=18.7$ it covers 18,700 h of use, a little over two years. Within that span the test needs the time scaling but no assumption about the shape of the hazard. The scaling presumes one $A$ for every failure mode. A mode with $E=0.5$ eV has $A\approx5.1$ between the same temperatures and is covered for only about 5100 h of use. Beyond it, the lifetime model carries the claim.

This also settles the trade between parts and hours. Many parts tested briefly can give the same $nt$ as a few parts tested for long, but they say nothing about later ages without a model.

## If the lots differ

The 231 parts might come from three lots of 77, with a hazard shared within each lot but varying between lots. As a simple case, let the lot hazards be independent and exponentially distributed with mean $m$. A lot comes through clean with probability

$$\int_0^\infty \frac{e^{-\lambda/m}}m\,e^{-77\lambda t}\,d\lambda=\frac{1/m}{1/m+77t}=\frac1{1+77mt}.$$

Three independent lots give the cube of this. Setting the cube equal to 0.40 and solving for the mean,

$$m_U=\frac{0.40^{-1/3}-1}{77t}\approx4640\ \mathrm{FIT},$$

which is 17 percent above the common-hazard bound. The bound rises because $e^{-x}$ is convex: its average over a spread of $x$ exceeds its value at the average $x$. At a given mean over the population of lots, variation makes a clean test more likely, and therefore less informative about that mean. The average hazard of the three lots actually tested is still bounded by 3970 FIT, because for fixed lot hazards the clean-test probability is $e^{-77t(\lambda_1+\lambda_2+\lambda_3)}$, which depends only on their sum.

## Comparison with real interconnects

The temperatures are plausible for a product life test and for warm operation, and the values of $E$ and $\sigma$ are rough ones for copper damascene lines. Dedicated electromigration tests are usually run hotter, at raised current density, and long enough to produce failures, so that the spread and the median can be measured instead of assumed. The transfer to use is also sensitive to its inputs. Changing one at a time, with the others held fixed, raises the 212 FIT bound by these factors:

- 1.38 if the activation energy is 0.8 eV instead of 0.9 eV;
- 1.22 if the parts under stress were 3 K cooler than recorded;
- 1.21 if the current density in use is 10 percent higher than in the test and the rate grows as its square, since $1.10^2=1.21$.

Among the effects sized here, wear-out is by far the largest. For interconnects that fail by accumulated damage the constant hazard is a doubtful assumption, and in this example replacing it by the lognormal model moves the ten-year bound from 1.8 to 89 percent. The second figure also depends on the rough activation energy: it is about 98 percent at 0.8 eV and 65 percent at 1.0 eV. The figure of 3970 FIT is a sound summary of the test when it is quoted with its confidence level and its stress conditions; a claim about ten years of use needs evidence about ageing as well.
